# Fermi energy of a free-electron metal film between hard walls: a program that tests the result

```python
"""Fermi energy of a free-electron film between hard walls.

Result under test, for areal density n*L and bulk wavevector kF:
  E_film/E_bulk - 1 = 1/(2 x0) + [3/16 + B2(frac(x0 + 1/4))]/x0^2 + O(x0^-3)
with x0 = kF*L/pi, L the wall-to-wall width, B2(u) = u^2 - u + 1/6.
The first term equals pi/(2 kF L). Energies are in eV from the well bottom,
lengths in angstrom. H2M is hbar^2/(2 m_e) in eV angstrom^2.
Also tested: cusp and trough positions, the electrostatic energy of the
interior surplus charge, and cancellation of the 1/L term when each wall
stands 3 pi/(8 kF) outside the positive background.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

PI = np.pi
H2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
COULOMB = const.e / const.epsilon_0 * 1e10      # e^2/eps0 in eV angstrom
KB = const.k / const.e                          # eV/K

volume_per_electron = 40.0
thickness = 30.0
work_function = 2.7                             # rough input
temperature = 300.0
density = 1 / volume_per_electron
kF = (3 * PI**2 * density)**(1 / 3)
E_bulk = H2M * kF**2
period = PI / kF
wall_shift = 3 * PI / (8 * kF)


def b2(u):
    return u*u - u + 1/6


def b3(u):
    return u**3 - 1.5*u*u + 0.5*u


def hard_levels(width):
    m = np.arange(1, int(kF * width / PI) + 7)
    return H2M * (PI * m / width)**2


def film_fermi(levels, areal):
    """Solve the explicit subband filling sum for the Fermi energy."""
    def surplus(e):
        return np.maximum(e - levels, 0).sum() / (2*PI*H2M) - areal
    return brentq(surplus, levels[0], levels[-1], xtol=1e-14, rtol=1e-14)


def hard_fermi(width):
    return film_fermi(hard_levels(width), density * width)


def moved_fermi(background):
    width = background + 2 * wall_shift
    return film_fermi(hard_levels(width), density * background)


def finite_levels(width, height):
    k_top = np.sqrt(height / H2M)
    number = min(int(k_top * width / PI) + 1, 40)
    result = []
    for m in range(1, number + 1):
        def phase(k):
            return k*width + 2*np.arcsin(min(k/k_top, 1.0)) - m*PI
        k = brentq(phase, 0, min(k_top, m*PI/width), xtol=1e-14)
        result.append(H2M * k*k)
    return np.array(result)


def finite_fermi(width, height=E_bulk + work_function):
    return film_fermi(finite_levels(width, height), density * width)


def thermal_mu(width, temp):
    levels, kt = hard_levels(width), KB * temp

    def surplus(mu):
        filled = kt * np.logaddexp(0, (mu - levels) / kt).sum()
        return filled / (2*PI*H2M) - density * width
    return brentq(surplus, levels[0] - 1, levels[-1], xtol=1e-13)


def two_term(x0):
    return 1/(2*x0) + (3/16 + b2((x0 + 0.25) % 1)) / x0**2


# Areal state count against direct counting of plane waves in a large square.
side, k_test = 2000.0, 0.93
i = np.arange(-310, 311)
radius2 = (i[:, None]**2 + i[None, :]**2) * (2*PI/side)**2
room = k_test**2 - hard_levels(thickness) / H2M
room = room[room > 0]
counted = 2 * sum(np.count_nonzero(radius2 < r) for r in room)
assert abs(counted / (side**2 * room.sum() / (2*PI)) - 1) < 1e-3

# Film Fermi energy from finite-difference levels of the hard-wall well.
# The grid error of a level is of relative order (k*step)^2/12.
points = 2000
step = thickness / (points + 1)
fd_levels = eigh_tridiagonal(
    np.full(points, 2*H2M/step**2), np.full(points - 1, -H2M/step**2),
    eigvals_only=True, select='i', select_range=(0, 13))
E_film = hard_fermi(thickness)
assert abs(film_fermi(fd_levels, density*thickness) / E_film - 1) < 1e-4

# Explicit subband sum against Poisson harmonics and their closed sum.
for x in (1.3, 4.77, 8.9, 23.41):
    m = np.arange(1, int(x) + 1)
    direct = (x*x - m*m).sum()
    q = 2*PI*np.arange(1, 20001)
    smooth = 2*x**3/3 - x*x/2
    harmonics = (4*(np.sin(q*x) - q*x*np.cos(q*x))/q**3).sum()
    assert abs(direct - smooth - harmonics) < 1e-6
    assert abs(direct - smooth + x*b2(x % 1) - b3(x % 1)/3) < 1e-9

# Expansion remainders must scale as x0^-3, for both wall conventions.
for start in (10, 40, 160):
    xs = start + (np.arange(400) + 0.5) / 400
    excess = np.array([hard_fermi(x*period) for x in xs]) / E_bulk - 1
    assert np.max(abs(excess - two_term(xs)) * xs**3) < 0.35
    moved = np.array([moved_fermi(x*period) for x in xs]) / E_bulk - 1
    xw = xs + 0.75
    assert np.max(abs(moved - b2(xw % 1)/xw**2) * xs**3) < 0.35
# At the largest thickness: leading coefficient, zero mean, full swing 1/4.
assert np.max(abs(excess*xs - 0.5)) < 0.004
ripple = (excess - 1/(2*xs) - 3/(16*xs**2)) * xs**2
assert abs(ripple.mean()) < 0.003
assert abs(np.ptp(ripple) - 0.25) < 0.005

# Cusps, troughs, positivity and the filled-branch formula on a scan.
scan = np.arange(10.0, 60.0, 0.01)
curve = np.array([hard_fermi(w) for w in scan])
assert np.all(curve > E_bulk)
inner = curve[1:-1]
maxima = scan[1:-1][(inner > curve[:-2]) & (inner > curve[2:])]
minima = scan[1:-1][(inner < curve[:-2]) & (inner < curve[2:])]
M = np.arange(1, 30)
cusps = period * (M*(M-1)*(4*M+1)/4)**(1/3)
troughs = period * (M*(M+1)*(2*M+1)/2)**(1/3)
for found, formula in ((maxima, cusps), (minima, troughs)):
    expected = formula[(formula > scan[0]) & (formula < scan[-1])]
    assert len(found) == len(expected)
    assert np.max(abs(found - expected)) < 0.015
for w, e in zip(scan[::100], curve[::100]):
    x0 = w / period
    filled = np.count_nonzero(hard_levels(w) < e)
    branch = 2*x0/(3*filled) + (filled+1)*(2*filled+1)/(6*x0**2)
    assert abs(branch - e/E_bulk) < 1e-10
for number in range(3, 12):
    ratio = hard_fermi(troughs[number-1]) / E_bulk
    assert abs(ratio - troughs[number-1]/period/number) < 1e-10


def occupations(width):
    return np.maximum(hard_fermi(width) - hard_levels(width), 0) / (2*PI*H2M)


def profile(width, z):
    w = occupations(width)
    m = np.arange(1, len(w) + 1)
    return (2/width) * (np.sin(PI*np.outer(z, m)/width)**2 @ w)


# Interior density surplus of a thick film, averaged over its middle half.
x_thick = 200.3
wide = x_thick * period
z = np.linspace(wide/4, 3*wide/4, 8001)
interior = simpson(profile(wide, z), x=z) / (wide/2)
assert abs((interior/density - 1) / (3/(4*x_thick)) - 1) < 0.02

# Centre-to-wall electrostatic energy: density quadrature and odd-subband sum.
z = np.linspace(0, thickness/2, 4001)
hartree = COULOMB * simpson(z*(profile(thickness, z) - density), x=z)
w = occupations(thickness)
m = np.arange(1, len(w) + 1)
odd_sum = (w[::2] / m[::2]**2).sum()
assert abs(hartree/(COULOMB*thickness/(2*PI**2)*odd_sum) - 1) < 1e-6
thick_w = occupations(2*wide)
thick_m = np.arange(1, len(thick_w) + 1)
hartree_thick = COULOMB*2*wide/(2*PI**2)*(thick_w[::2]/thick_m[::2]**2).sum()
estimate_thick = COULOMB * density * wall_shift * 2*wide / 4
assert abs(hartree_thick/estimate_thick - 1) < 0.01

# Limits of the finite-barrier and finite-temperature solvers.
assert abs(finite_fermi(thickness, 1e9) - E_film) < 1e-4
assert abs(thermal_mu(thickness, 1.0) - E_film) < 1e-6

# Averages over one oscillation period centred on the example thickness.
window = thickness + period*((np.arange(200) + 0.5)/200 - 0.5)
hard_window = np.array([hard_fermi(v) for v in window])
mean_hard = hard_window.mean() - E_bulk
mean_moved = np.mean([moved_fermi(v) for v in window]) - E_bulk
mean_finite = np.mean([finite_fermi(v) for v in window]) - E_bulk
assert abs(mean_moved) < 0.1 * mean_hard
assert mean_finite < mean_hard
thermal = np.array([thermal_mu(v, temperature) for v in window]) - hard_window

x0 = thickness / period
filled = np.count_nonzero(hard_levels(thickness) < E_film)
lattice = (2*volume_per_electron)**(1/3)
layer = lattice / np.sqrt(2)
phase_step = layer / period
alias_layers = 1 / abs(phase_step - round(phase_step))

print(f"volume per electron = {volume_per_electron:.1f} angstrom^3")
print(f"bulk density n = {density:.4f} angstrom^-3")
print(f"bulk Fermi wavevector kF = {kF:.4f} angstrom^-1")
print(f"bulk Fermi energy = {E_bulk:.4f} eV")
print(f"film thickness L = {thickness:.1f} angstrom = {thickness/10:.1f} nm")
print(f"oscillation period pi/kF = {period:.3f} angstrom")
print(f"x0 = kF L/pi = {x0:.4f} (dimensionless)")
print(f"occupied subbands = {filled} (count)")
print(f"film Fermi energy = {E_film:.4f} eV")
print(f"excess, full subband sum = {E_film-E_bulk:.4f} eV")
print(f"excess, leading term = {E_bulk/(2*x0):.4f} eV")
print(f"excess, two-term formula = {E_bulk*two_term(x0):.4f} eV")
print(f"fractional excess, full sum = {E_film/E_bulk-1:.5f}")
print(f"fractional excess, leading = {1/(2*x0):.5f}")
print(f"fractional excess, two-term = {two_term(x0):.5f}")
print(f"B2 at the example phase = {b2((x0+0.25)%1):.5f}")
for number in (filled, filled + 1):
    e = hard_fermi(cusps[number-1]) - E_bulk
    print(f"cusp, subband {number} opens: L = {cusps[number-1]:.3f} angstrom,"
          f" excess = {e:.4f} eV")
e = hard_fermi(troughs[filled-1]) - E_bulk
print(f"trough, {filled} subbands: L = {troughs[filled-1]:.3f} angstrom,"
      f" excess = {e:.4f} eV")
print("L (angstrom): fractional excess full / leading / two-term")
for v in (10.0, 20.0, 30.0, 60.0, 120.0):
    x = v / period
    print(f"{v:.0f}: {hard_fermi(v)/E_bulk-1:.5f} / {1/(2*x):.5f}"
          f" / {two_term(x):.5f}")
print(f"neutralising shift of each wall = {wall_shift:.3f} angstrom")
print(f"centre-to-wall electrostatic energy = {hartree:.2f} eV")
print(f"period-mean excess, hard walls = {mean_hard:.4f} eV")
print(f"period-mean excess, moved walls = {mean_moved:.5f} eV")
print(f"example excess, moved walls = {moved_fermi(thickness)-E_bulk:.4f} eV")
print(f"rough work function used = {work_function:.1f} eV")
print(f"finite barrier above well bottom = {E_bulk+work_function:.3f} eV")
print(f"period-mean excess, finite barrier = {mean_finite:.4f} eV")
print(f"example excess, finite barrier = "
      f"{finite_fermi(thickness)-E_bulk:.4f} eV")
print(f"temperature = {temperature:.0f} K, kT = {KB*temperature:.4f} eV")
print(f"largest thermal level shift in period = {max(abs(thermal)):.5f} eV")
print(f"bcc (110) layer spacing = {layer:.3f} angstrom")
print(f"apparent period in whole layers = {alias_layers:.2f} layers")
print("checks complete")
```

Running it gives:

```
volume per electron = 40.0 angstrom^3
bulk density n = 0.0250 angstrom^-3
bulk Fermi wavevector kF = 0.9046 angstrom^-1
bulk Fermi energy = 3.1177 eV
film thickness L = 30.0 angstrom = 3.0 nm
oscillation period pi/kF = 3.473 angstrom
x0 = kF L/pi = 8.6382 (dimensionless)
occupied subbands = 8 (count)
film Fermi energy = 3.3097 eV
excess, full subband sum = 0.1920 eV
excess, leading term = 0.1805 eV
excess, two-term formula = 0.1911 eV
fractional excess, full sum = 0.06159
fractional excess, leading = 0.05788
fractional excess, two-term = 0.06130
B2 at the example phase = 0.06739
cusp, subband 8 opens: L = 26.848 angstrom, excess = 0.2211 eV
cusp, subband 9 opens: L = 30.329 angstrom, excess = 0.1936 eV
trough, 8 subbands: L = 29.486 angstrom, excess = 0.1910 eV
L (angstrom): fractional excess full / leading / two-term
10: 0.20273 / 0.17365 / 0.20277
20: 0.09719 / 0.08682 / 0.09724
30: 0.06159 / 0.05788 / 0.06130
60: 0.02930 / 0.02894 / 0.02929
120: 0.01464 / 0.01447 / 0.01463
neutralising shift of each wall = 1.302 angstrom
centre-to-wall electrostatic energy = 42.62 eV
period-mean excess, hard walls = 0.1887 eV
period-mean excess, moved walls = 0.00011 eV
example excess, moved walls = -0.0026 eV
rough work function used = 2.7 eV
finite barrier above well bottom = 5.818 eV
period-mean excess, finite barrier = 0.0606 eV
example excess, finite barrier = 0.0596 eV
temperature = 300 K, kT = 0.0259 eV
largest thermal level shift in period = 0.00202 eV
bcc (110) layer spacing = 3.047 angstrom
apparent period in whole layers = 8.15 layers
checks complete
```
